# Cube-Law Absorption in an Ultrathin Resist on a Mirror, part 2

A resist film of thickness $d$ lies on a flat mirror, with vacuum above it. We want the fraction of the incident power that the film absorbs. The light has vacuum wavelength $\lambda$ and arrives along the normal unless a tilt is stated. Fields carry the factor $e^{-i\omega t}$. Heights $z$ above the mirror are measured in units of $1/k_0$: $x=k_0z$ and $\delta=k_0d$, with $k_0=2\pi/\lambda=\omega/c$. The impedance of vacuum is $Z_0=\mu_0c$. The resist has index $N=n+ik$ and permittivity $\varepsilon=N^2=\varepsilon'+i\varepsilon''$.

The electric field $E$ points along the horizontal unit vector $\mathbf e_1$. The incident wave has unit amplitude and the reflected one has amplitude $r$. A prime on a field means a derivative with respect to $x$. The downward flux, in units of the incident one, is $F=-\mathrm{Im}(E^*E')$. At the top surface $1+r=E(\delta)$ and $1-r=iE'(\delta)$.

On a perfect mirror $E(0)=0$. In a thin film $E\simeq Cx$, where $C$ is the slope at the mirror, and the absorbed fraction is $\tfrac43\varepsilon''\delta^3$, the cube law.

On a thick metal of index $N_m=n_m+i\kappa_m$, $E'(0)=-iN_mE(0)$. With $B=E'(0)$ and $\zeta=\zeta'+i\zeta''$,

$$E(0)=\zeta B,\qquad \zeta=\frac{i}{N_m}=\frac{\kappa_m+in_m}{|N_m|^2}. \tag{14}$$

The field in the film is close to the straight line $B(x+\zeta)$ if

$$|\varepsilon|\,\delta\,(\delta+|\zeta|)\ll1. \tag{16}$$

The resist then absorbs the fraction

$$A_{\rm resist}\simeq\frac{4\varepsilon''}{|\delta+\zeta+i|^2}\int_0^\delta|x+\zeta|^2dx, \tag{17}$$

$$\int_0^\delta|x+\zeta|^2dx=\frac{(\delta+\zeta')^3-\zeta'^3}{3}+\zeta''^2\delta. \tag{18}$$

The running example is an epoxy resist with $d=20$ µm, $\lambda=1000$ µm, $n=1.70$ and $k=0.050$, so $\delta=0.1257$, $\varepsilon'=2.8875$ and $\varepsilon''=0.170$. On a perfect mirror it absorbs $4.59\times10^{-4}$ by numerical integration; the cube law gives $4.50\times10^{-4}$.

### The power lost in the metal

The flux reaching the metal no longer vanishes. From $E'(0)=-iN_mE(0)$,

$$F(0)=-\mathrm{Im}\left(-iN_m|E(0)|^2\right)=n_m|E(0)|^2. \tag{19}$$

The missing reflected power $1-|r|^2$ is the sum of $A_{\rm resist}$ and $F(0)$. For a good mirror $|B|^2\simeq4$, and (14) gives $|E(0)|^2\simeq4/|N_m|^2$. Hence

$$F(0)\simeq\frac{4n_m}{|N_m|^2}=4\zeta''. \tag{20}$$

This loss is independent of the resist thickness at leading order. For a thin enough film it exceeds the loss in the resist, which falls with $\delta$. A reflectance measurement sees the sum of the two.

### Gold at a wavelength of 1 mm

Describe gold by a constant conductivity $\sigma=4\times10^7$ S/m, a rough value. The current $\sigma E$ adds $i\sigma/(\varepsilon_0\omega)$ to the relative permittivity of the metal. This term is so large here that the remaining one can be dropped. Since $\sqrt i=(1+i)/\sqrt2$, the index has equal real and imaginary parts, $N_m\simeq(1+i)\kappa_m$, and

$$\zeta=\frac{i}{(1+i)\kappa_m}=\frac{1+i}{2\kappa_m}. \tag{21}$$

The field amplitude in the gold falls by a factor $e$ over $\lambda/(2\pi\kappa_m)=0.145$ µm, which corresponds to $\kappa_m\simeq1.1\times10^3$. Then $\zeta'=\zeta''\simeq4.6\times10^{-4}$, against $\delta=0.126$. For a small shift (18) is larger than $\delta^3/3$ by the factor

$$1+\frac{3\zeta'}{\delta}\simeq1+\frac{3\times4.6\times10^{-4}}{0.126}=1.011 .$$

Numerical integration gives a resist absorption of $4.64\times10^{-4}$, which is 1.0% above the value on the ideal mirror. For the power absorbed in the resist, the perfect conductor is a good model of gold in this example.

It is a poor model for the reflected power. Equation (20) gives a loss in the gold of $4\times4.6\times10^{-4}=1.8\times10^{-3}$, and the integration gives $1.88\times10^{-3}$. This is about four times the loss in the resist. The third digit depends on the model of the metal. A constant conductivity ignores the relaxation time of the electrons, about 24 fs, for which $\omega\tau\simeq0.045$ here. A Drude conductivity lowers the loss in the gold to $1.84\times10^{-3}$, and allowing also for the mean free path of about 34 nm lowers it to $1.83\times10^{-3}$, while the excess absorption in the resist stays at 1.0 to 1.1%. Someone who read the whole reflection loss as absorption in the resist would overestimate the latter about fivefold.

### Proposition 2: a lossless spacer

Place a lossless layer of index $N_s$ and reduced thickness $g=k_0d_s$ between a perfect mirror and the resist. In the spacer the field is proportional to $\sin(N_sx)/N_s$, with $x$ counted from the mirror. At the bottom of the resist the ratio of field to slope is

$$\frac{E}{E'}=\frac{\tan N_sg}{N_s}=g+O(g^3). \tag{22}$$

This ratio plays the part of $\zeta$ in (14). To leading order it equals $g$, whatever the index of the spacer, because the slope of $E$ is set by the magnetic field and not by the material. With $\zeta=g$ in (18), and the prefactor of (17) replaced by its thin-layer value $4\varepsilon''$, the absorption changes by the factor

$$\frac{A_{\rm spacer}}{A_{\rm contact}}\simeq\frac{(g+\delta)^3-g^3}{\delta^3}. \tag{23}$$

A spacer as thick as the resist gives $2^3-1=7$. A layer that absorbs nothing can therefore change the absorption in the resist severalfold, by lifting it away from the node.

### Proposition 3: tilted light

Let the light arrive at an angle $\theta$ to the normal, and return to a perfect mirror in contact with the film. Write $S=\sin\theta$. All fields share the factor $e^{ik_0S\xi}$, where $\xi$ is the horizontal coordinate along $\mathbf e_1$ in the plane of incidence.

In p polarization the magnetic field is horizontal and normal to the plane of incidence. Call it $h(x)$, with unit incident amplitude. The equation $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$ gives the two electric components

$$E_1=-\frac{iZ_0}{\varepsilon}h',\qquad E_z=-\frac{Z_0S}{\varepsilon}h. \tag{24}$$

The perfect mirror requires $E_1(0)=0$, so $h'(0)=0$. It places no such condition on $E_z$, because surface charge can end a normal field. The normal component therefore has no node at the mirror.

The wave equation is $h''=-q^2h$ with $q^2=\varepsilon-S^2$. Its solution with zero slope at the mirror is $h=D\cos qx$, which for a thin film is $h\simeq D$ with $h'\simeq-Dq^2x$. Continuity of $h$ and of $h'/\varepsilon$ at the top gives

$$1+r_h=D\cos q\delta,\qquad -i\cos\theta\,(1-r_h)=-\frac{Dq\sin q\delta}{\varepsilon},$$

where $r_h$ is the reflection amplitude of the magnetic field. As $\delta\to0$ at fixed $\theta<90^\circ$, the second condition gives $1-r_h\to0$, and the first then gives $D\to2$.

The power absorbed per unit volume is $\tfrac12\omega\varepsilon_0\varepsilon''|\mathbf E|^2$, the work done by the field on the current in the resist. The incident power per unit area of surface is $\tfrac12Z_0\cos\theta$. Integrate over the film with $dz=dx/k_0$, and use $\omega\varepsilon_0/k_0=1/Z_0$. The factors of $Z_0$ cancel against those in (24), leaving

$$A_p=\frac{\varepsilon''}{\cos\theta}\int_0^\delta
\frac{|h'|^2+S^2|h|^2}{|\varepsilon|^2}\,dx. \tag{25}$$

Insert $|h|^2\simeq4$ and $|h'|^2\simeq4|q^2|^2x^2$. At modest angles $S^2\ll|\varepsilon|$, so $|q^2/\varepsilon|^2\simeq1$, and the integral gives

$$A_p\simeq\frac{4\varepsilon''\delta}{\cos\theta}
\left[\frac{\sin^2\theta}{|\varepsilon|^2}+\frac{\delta^2}{3}\right]. \tag{26}$$

With the prefactor, the second term is the cube law divided by $\cos\theta$. The first is linear in thickness and comes from the normal field. They are equal when

$$\sin\theta=\frac{|\varepsilon|\,\delta}{\sqrt3}. \tag{27}$$

The thinner the film, the smaller the tilt it tolerates. For the epoxy film, (27) gives $2.89\times0.1257/1.732=0.21$, or an angle of 12.1°. Solving the boundary conditions numerically at this angle gives 2.01 times the absorption at normal incidence, close to the expected factor of two. At 5° the p-polarized absorption is already 17% above its normal-incidence value.

In s polarization the electric field is horizontal and keeps its node. The slope of the outer field now carries a factor $\cos\theta$, so the conditions for a thin film are $1+r=C\delta$ and $\cos\theta\,(1-r)=iC$. Multiply the first by $\cos\theta$ and add them: $2\cos\theta=C(i+\delta\cos\theta)$, so $|C|\simeq2\cos\theta$. Dividing the absorbed power by the incident flux, which is proportional to $\cos\theta$, gives $A_s\simeq\tfrac43\varepsilon''\delta^3\cos\theta$. The cube law survives in s polarization with a reduced coefficient.

### Exposure at 193 nm on aluminium

The word resist suggests exposure, so consider a 5 nm film at $\lambda=193$ nm. Take $n=1.70$ and $k=0.020$ for the resist, and $N_m=0.11+2.20i$ for aluminium, all rough values. Then $\delta=0.163$ and $\varepsilon''=0.068$. On a perfect mirror the cube law gives

$$\frac43\times0.068\times(0.163)^3=3.9\times10^{-4},$$

and the full solution gives $4.0\times10^{-4}$. Judged by the film alone, the law is accurate to about 4%.

The real metal changes the answer completely. Numerical integration with the aluminium index gives a resist absorption of $1.28\times10^{-2}$, which is 33 times the cube law. The field penetrates the aluminium to a depth of 14 nm, almost three times the thickness of the resist. From (14),

$$\zeta=\frac{2.20+0.11i}{0.11^2+2.20^2}=0.45+0.02i .$$

The extended field line therefore has its zero well below the surface. In the full solution the intensity in the resist rises from 0.85 times the incident one at the bottom to 1.47 times at the top; on a perfect mirror it would rise from zero to only 0.11. With the wavelength and both materials fixed, the local exponent of thickness is 1.5 instead of 3. This lies between the linear and the cubic limits of (18), but the straight-line formulas do not reproduce it: (18) alone gives an exponent of 1.3 here and (17) gives 1.2, because condition (16) is not met, as shown next.

The straight-line formula (17) gives about $0.9\times10^{-2}$ here, some 30% below the integrated value. The left side of (16) shows why: it is $2.9\times0.163\times(0.163+0.45)\simeq0.29$, which is not small. The slope of the field drops by about a quarter across the film, so a given field in the resist needs a weaker incident wave than (17) assumes.

Aluminium in air also carries an oxide a few nanometres thick. To isolate the effect of such a layer, put 3 nm of a lossless material with index 1.90 on an otherwise perfect mirror. Equation (23) predicts an increase by

$$\frac{(3+5)^3-3^3}{5^3}=3.9,$$

and the full solution gives 4.1. When both layers are made ten times thinner, the two agree to within 1%, so the difference comes from the finite thickness of the layers. This factor applies to the perfect mirror and should not be multiplied by the factor of 33 found for bare aluminium. With the aluminium index in place of the perfect mirror, the same layer raises the absorption in the resist only 1.6-fold, because the field at the metal surface is not small to begin with.

### The models beside real films

In the first example the loss index $k$ is only a rough value, and at leading order and fixed $n$ the absorption is proportional to it. Of the two idealizations tested there, normal incidence needs more care than perfect conductivity: a p-polarized tilt of 5° adds 17%, while the finite conductivity of gold adds 1%. The second example is further from practice. A 5 nm resist is far thinner than the films normally used at 193 nm, projection lenses deliver light over a wide range of angles, and an antireflective layer is often placed under the resist. Its use here is to show the size of the error made by calling aluminium a perfect mirror: a factor of about 32 between the two full solutions for these parameters.

### When the cube law may be used

For a uniform film in direct contact with a thick metal, the conditions found above can be put as a window of thickness:

$$\frac{1}{k_0|N_m|}\ll d\ll\frac{1}{k_0|N|}. \tag{28}$$

The left condition is $|\zeta|\ll\delta$ and the right one is $|N|\delta\ll1$, for a resist with $|N|\ge1$. For p-polarized light the tilt must also be well below the angle in (27), and any spacer must be much thinner than the resist. For the epoxy on gold, the two limits are about 0.1 µm and about 94 µm, and 20 µm lies well between them. The law does not hold at the limits themselves: there the full solution gives about 6 times and 1.5 times the cube law. On the thin side the relative error is about $3\zeta'/\delta$, so the usable range is much narrower than the limits suggest: the law holds within 10% only from about 2.4 µm to about 41 µm. At shorter wavelengths $|N_m|$ falls and this range closes. With a metal index of roughly $12+55i$, typical of gold near 10 µm, and a resist index of $1.70+0.02i$, the full solution exceeds the cube law by at least a third at every thickness between the limits. For the resist on aluminium at 193 nm, the window would run from 14 nm to 18 nm. Two limits so close together leave no thickness that is much larger than one and much smaller than the other, so in that case the standing wave must be solved with the complex index of the metal. The numerical output below lists the absorbed fractions and the field penetration depths in the metal for both cases.

## Numbers as computed

```
MAIN CASE: epoxy resist on gold, rough typical parameters
wavelength = 1000 um
resist thickness = 20 um
resist n = 1.70, k = 0.050 (no unit)
eps1 = 2.8875, eps2 = 0.1700 (no unit)
delta = 0.12566 rad
|N| delta = 0.2137 (no unit)
cube-law absorbed fraction = 4.4980e-04
full ideal-mirror absorbed fraction = 4.5909e-04
full / cube law = 1.0207
predicted relative correction = 2.05 %
local thickness exponent, ideal mirror = 3.041
top intensity / incident intensity = 0.06408
thin-film estimate 4 delta^2 = 0.06317
d = 10 um: absorbed 5.6515e-05, full/cube law 1.0052
d = 20 um: absorbed 4.5909e-04, full/cube law 1.0207
d = 40 um: absorbed 3.8999e-03, full/cube law 1.0838
single-pass bulk estimate, no mirror = 1.2488e-02
single-pass estimate / full = 27.20
quarter-wave lifted film absorbs = 7.4660e-02
lifted / direct contact = 162.6
lifted-film exponent at delta 0.01 = 0.9953
incident irradiance = 1.0 W/cm2
mean absorbed power density = 0.2295 W/cm3
NEGLECTED EFFECTS IN MAIN CASE
gold conductivity = 4.0e+07 S/m
gold field penetration depth = 0.1453 um
resist absorption on gold = 4.6375e-04
resist on gold / ideal mirror = 1.0102
loss in the gold itself = 1.8798e-03
gold loss / resist loss = 4.05
p-polarized tilt 5 deg / normal = 1.1705
angle of equal linear and cubic terms = 12.11 deg
absorption there / normal = 2.007
CONTRAST: exposure on aluminium, rough typical parameters
wavelength = 193 nm, resist = 5 nm
resist n = 1.70, k = 0.020
aluminium n = 0.11, k = 2.20
delta = 0.1628 rad, eps2 = 0.0680
cube-law absorbed fraction = 3.9104e-04
full ideal-mirror fraction = 4.0478e-04
resist absorption on aluminium = 1.2805e-02
aluminium / cube law = 32.74
local thickness exponent on aluminium = 1.542
aluminium field penetration depth = 13.96 nm
oxide spacer = 3 nm, n = 1.90
ideal mirror with oxide / without = 4.09
thin-spacer estimate of that ratio = 3.88
```
